# Integrated Infrared Band Intensities in the Double-Harmonic Model, part 2

The problem is to turn the dipole slope along a vibration into the band area of a dilute gas,

$$A=\frac{1}{Cl}\int\ln\frac{I_0}{I}\,d\tilde\nu ,$$

with molar concentration $C$, path length $l$, incident and transmitted intensities $I_0$, $I$, and $\tilde\nu=\omega/2\pi c$. The double-harmonic model takes a harmonic potential and a dipole $\boldsymbol\mu$ linear in the mass-weighted normal coordinates $Q_k$. For one oscillator of frequency $\omega_0$ and reduced mass $m$, $Q=\sqrt m\,(r-r_e)=\sqrt{\hbar/2\omega_0}\,(a+a^\dagger)$, with $[a,a^\dagger]=1$.

For a field along the unit vector $\hat e$, a transition $i\to f$ with populations $p_i,p_f$ has the integrated cross-section

$$\int\sigma\,d\omega=\frac{\pi\,\omega_{fi}}{\hbar\varepsilon_0c}\,|\hat e\cdot\boldsymbol\mu_{fi}|^2\,(p_i-p_f).\tag{3}$$

A static average over random orientation gives, for each mode,

$$A=\frac{N_A}{2\pi c}\cdot\frac{\pi}{2\varepsilon_0c}\cdot\frac13\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2=\frac{N_A}{12\,\varepsilon_0c^2}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2.\tag{6}$$

The two conversion factors are 42.2561 km/mol per D$^2$/(Å$^2$ amu) and 974.880 km/mol per $e^2$/amu.

With atomic masses $m_A$ and orthonormal eigenvectors $\mathbf L_k$ of the mass-weighted Hessian,

$$\frac{\partial\boldsymbol\mu}{\partial Q_k}=\sum_A\mathsf P_A\frac{\mathbf L_{Ak}}{\sqrt{m_A}},\qquad(\mathsf P_A)_{\alpha\beta}=\frac{\partial\mu_\alpha}{\partial R_{A\beta}},\tag{7}$$

where $\mathsf P_A$ is the atomic polar tensor. A neutral molecule obeys $\sum_A\mathsf P_A=0$ and

$$\sum_k\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|^2+\sum_\alpha\frac{|\mathbf e_\alpha\times\boldsymbol\mu_0|^2}{I_\alpha}=\sum_A\frac{\|\mathsf P_A\|^2}{m_A},\tag{8}$$

with equilibrium dipole $\boldsymbol\mu_0$, principal axes $\mathbf e_\alpha$, moments of inertia $I_\alpha$, and $\|\mathsf P_A\|^2$ the sum of squared elements.

Section 1 assumed refractive index 1 and section 2 the coupling $-\boldsymbol\mu\cdot\hat e\,E(t)$. In section 4 hot bands and stimulated emission combine in the telescoping sum $\sum_{n\ge0}(n+1)(p_n-p_{n+1})=1$, so $A$ is independent of temperature; upward steps alone give $1+\bar n$, with $\bar n$ the mean quantum number. Section 5 found the area independent of the damping $\gamma$, but a measurement needs resolved or optically thin lines.

The closing list of numbers also covers earlier checks on a model mode at 1000 cm$^{-1}$ with $|\mathbf d|=|\partial\boldsymbol\mu/\partial Q|=1$ D/(Å amu$^{1/2}$), driven by a Gaussian pulse of peak field $E_0$.

## 8. Water at RHF/cc-pVDZ

For H$_2{}^{16}$O (masses 15.994915 and 1.007825 amu) the minimum has $r_{\rm OH}=0.9463$ Å, an angle of $104.61^\circ$ and $\mu_0=0.8043\ e\,a_0=2.0442$ D. The $C_2$ axis is $z$, the molecule lies in the $xz$ plane and H$_1$ is at $+x$. The Hessian is analytic and the polar tensors come from central differences of the dipole. In units of $e$, $\mathsf P_{\rm O}$ has diagonal $(-0.5243,-0.7356,-0.4271)$, and $\mathsf P_{\rm H1}$ has diagonal $(0.2621,0.3678,0.2136)$ with $P_{xz}=-0.0816$ and $P_{zx}=-0.0362$. The mirror $x\to-x$ gives H$_2$ the same diagonal and opposite off-diagonal elements, and makes $P_{xz}=P_{zx}=0$ on O. In each mode the $x$ or the $z$ displacement of H$_2$ is also reversed, so the two hydrogens contribute equally to the surviving component.

Equation (7), with displacements $\mathbf L/\sqrt m$ in amu$^{-1/2}$ and results in $e$ amu$^{-1/2}$, gives for the bend at 1775.8 cm$^{-1}$ ($z$ component)

$$(-0.4271)(-0.0675)+2[(-0.0362)(-0.4159)+(0.2136)(0.5357)]=0.0288+2[0.0151+0.1144]\approx0.288,$$

or 0.2877 from unrounded inputs. For the symmetric stretch at 4113.8 cm$^{-1}$ ($z$),

$$(-0.4271)(-0.0494)+2[(-0.0362)(0.5685)+(0.2136)(0.3919)]=0.0211+2[-0.0206+0.0837]\approx0.147,$$

and for the antisymmetric stretch at 4212.1 cm$^{-1}$ ($x$),

$$(-0.5243)(-0.0676)+2[(0.2621)(0.5366)+(-0.0816)(0.4146)]=0.0354+2[0.1406-0.0338]\approx0.249 .$$

The symmetric stretch is weaker than the bend because its $z$ displacements are smaller and its $P_{zx}$ term subtracts where that of the bend adds. The squares and intensities are:

| mode | $e^2$/amu | D$^2$/(Å$^2$ amu) | $A$, km/mol |
|---|---|---|---|
| bend | 0.08278 | 1.9098 | 80.70 |
| sym. stretch | 0.02172 | 0.5012 | 21.18 |
| asym. stretch | 0.06204 | 1.4313 | 60.48 |

For the bend, $974.880\times0.08278=80.70$ and $42.2561\times1.9098=80.70$. The digits serve the arithmetic. As statements about this level of theory 81, 21 and 60 km/mol suffice. They are not converged in the basis: RHF/aug-cc-pVDZ gives 93, 14 and 88 km/mol and RHF/cc-pVTZ gives 90, 15 and 75 km/mol, shifts of 12 to 45%, while the wavenumbers move by up to 32 cm$^{-1}$. The error from electron correlation has not been assessed here, so these numbers are not the intensities of real water.

The derivatives are tested by displacing the molecule directly along each mode, and both sum rules are tested. For translation, $-0.7356+2(0.3678)=0$, and likewise for $xx$ and $zz$ within rounding. In (8), $\boldsymbol\mu_0$ lies along $z$, so rotation about $z$ drops out, and with $I_x=2.1400$, $I_y=6.1758$ amu $a_0^2$ the rotational term is $0.8043^2(1/2.1400+1/6.1758)=0.4070$. The sum $0.16654+0.40699=0.57353\ e^2$/amu equals the right side, 0.57353.

The transition dipoles $|\partial\boldsymbol\mu/\partial Q|\sqrt{\hbar/2\omega}$ are 0.1346, 0.0453 and 0.0757 D. Their squares alone do not give the intensity ratios, since (3) gives $A\propto\tilde\nu|\mu_{10}|^2$: for bend over antisymmetric stretch the squares stand in the ratio $(0.1346/0.0757)^2=3.16$, whereas $(1775.8\times0.1346^2)/(4212.1\times0.0757^2)=1.33=80.70/60.48$.

In a 10 cm cell at 1 kPa and 300 K the ideal-gas concentration is 0.40091 mol/m$^3$, and the area of the bend is $80.70\times10^3\times0.40091\times0.1=3235$ m$^{-1}$, or 32.35 cm$^{-1}$. Per molecule, $A/N_A=1.34\times10^{-17}$ cm. Such a cell is not optically thin: shared evenly among 200 lines with the Doppler width at 300 K, this area gives a peak $\ln(I_0/I)$ of about 29 per line, and still about 9 with an added Lorentz half-width of 0.005 cm$^{-1}$. A measurement would need a much smaller $Cl$ or strong broadening by a foreign gas (section 5).

## 9. What the static average over orientation leaves out

A diatomic molecule shows the size of the effect. Keep the harmonic well and the linear dipole $\mu_0+\mu_1(r-r_e)$, start from $v=0$ with the upper level empty, and let the molecule rotate. Put $r-r_e=x_0\xi$ with $\xi=a+a^\dagger$ and $x_0^2=\hbar/2m\omega_0$. With $hcB=\hbar^2/2mr_e^2$ and $g=B/\tilde\nu$ one has $x_0^2/r_e^2=g$, and in units of $\hbar\omega_0$

$$H_J=a^\dagger a+\tfrac12+\frac{gJ(J+1)}{(1+\sqrt g\,\xi)^2}=a^\dagger a+\tfrac12+gJ(J+1)-2g^{3/2}J(J+1)\,\xi+\dots$$

Angular part: the Legendre recurrence gives $|\langle J-1,M|\cos\vartheta|J,M\rangle|^2=(J^2-M^2)/(4J^2-1)$. With $\sum_MM^2=J(J+1)(2J+1)/3$, the sum of $J^2-M^2$ over $M$ is $(2J+1)J(2J-1)/3$, so the average over the $2J+1$ sublevels is $\frac13J/(2J+1)$. The P and R strengths together make $\langle\cos^2\vartheta\rangle=\frac13$, which leaves $\frac13(J+1)/(2J+1)$ for R. These Hönl–London weights are tested with Gaunt coefficients for $J=1$ and 3.

Radial part: define $m_J=J+1$ for R and $-J$ for P, so that $J'(J'+1)-J(J+1)=2m_J$ in both branches and the line lies at $1+2gm_J$. First-order mixing by the term in $\xi$, with $\langle1|\xi|0\rangle=1$ and energy denominators $-1$ and $+1$, gives

$$|0,J\rangle=|0\rangle+2g^{3/2}J(J+1)|1\rangle,\qquad|1,J'\rangle=|1\rangle-2g^{3/2}J'(J'+1)|0\rangle+\epsilon|2\rangle ,$$

with $\epsilon$ also of order $g^{3/2}$. The overlap is $2g^{3/2}[J(J+1)-J'(J'+1)]=-4g^{3/2}m_J$. In units of $\mu_1x_0$ the dipole is $\theta/\sqrt g+\xi$, with $\theta=\mu_0/\mu_1r_e$. The element of $\xi$ stays 1 at this order, because $\langle0|\xi|0\rangle$, $\langle1|\xi|1\rangle$ and $\langle2|\xi|0\rangle$ vanish. The amplitude is thus $1-4g\theta m_J$, the Herman–Wallis effect: the centrifugal stretch differs between the two states and lets $\mu_0$ contribute. By (3) the line strength carries $(1+2gm_J)(1-8g\theta m_J)$. The weighted mean of $m_J$ is $[(J+1)^2-J^2]/(2J+1)=1$, so

$$\frac{A_{\rm rovib}}{A}=1+(2-8\theta)\,g+O(g^2).\tag{9}$$

The first-order term is the same for every initial $J$. The next terms of $H_J$, $3g^2J(J+1)\xi^2$ and $-4g^{5/2}J(J+1)\xi^3$, add $g^2[6J(J+1)+18m_J]$ to the line position and $-g^2[3J(J+1)+24\theta m_J]$ to the amplitude. The terms in $J(J+1)$ cancel in the line strength, and with the weighted mean $J^2+J+1$ of $m_J^2$ the second-order term of (9) is $[18-48\theta+16\theta(\theta-1)(J^2+J+1)]\,g^2$. It depends on $J$ unless $\theta=0$ or 1. For $g\to0$, equation (6) is recovered. A model with $m=1$ amu, $r_e=1$ Å, $\tilde\nu=4000$ cm$^{-1}$, $\mu_0=1.5$ D and $\mu_1=1$ D/Å has $A=42.256$ km/mol, $B=16.8576$ cm$^{-1}$, $g=0.004214$ and $\theta=1.5$. Equation (9) gives $1-10\times0.004214=0.95786$. Diagonalization of the unexpanded $H_J$ for $J=0$ gives 0.95711, lower by 0.00075 in units of $A$, about $42g^2$. For $\theta=1.5$ the second-order term is $[-42+12J(J+1)]g^2$, which changes sign between $J=1$ and $J=2$ and then grows. In this light, polar model rotation removes 4% of the double-harmonic intensity for low $J$ (ratio 0.960 at $J=3$), but the figure does not carry over to high $J$: the ratio is 0.984 at $J=10$ and exceeds 1 at $J=15$. Equation (9) is also tested at $g/16$ for $J=0$ and 3, and for $\theta=0$; the numerical check below lists the values used here.

Beyond rotation, (6) fails where its two harmonic assumptions do. Cubic and higher terms of the potential change $\mu_{10}$, give intensity to overtones, move hot bands away from the fundamental so that the telescoping sum of section 4 no longer lies under one band, and share the intensity of a mode between levels in Fermi resonance. Quadratic terms of the dipole give intensity to overtones and combinations but move no level; in a harmonic well they leave $\mu_{10}$ unchanged, because an even function of the $Q_k$ cannot join the ground level to a one-quantum level, and in the non-rotating molecule they change it only together with an anharmonic potential (in the rotating molecule the centrifugal term above also lets them contribute). A mode whose $\partial\boldsymbol\mu/\partial Q$ is allowed by symmetry but nearly cancels can be governed by such neglected terms, for example by a cubic potential term acting together with a quadratic dipole term. If it vanishes by symmetry they do not help: the anharmonic potential is totally symmetric, so the levels keep their symmetry species, the full dipole function still transforms as a vector, and the step from the ground level to the fundamental stays forbidden in the non-rotating molecule. In a liquid or solid the refractive index and the local field alter both the flux of section 1 and the field that acts in section 2, and the two factors no longer apply as they stand.

## Numbers as computed

```
N_A/(12 eps0 c^2) = 6.306371e+16 m kg C^-2 mol^-1
1 D = 3.335641e-30 C m ; 1 amu = 1.660539e-27 kg
D^2/(A^2 amu) = 6.700535e-13 C^2/kg
e^2/amu = 1.545865e-11 C^2/kg
1 e A = 4.80320 D ; squared = 23.0708
factor = 42.2561 km/mol per D^2/(A^2 amu)
factor = 974.880 km/mol per e^2/amu
factor = 1.77710e+06 km/mol per e^2/m_e
decadic: 18.3516 and 423.385 km/mol
<(e.d)^2>/|d|^2 = 0.33333333
model mode 1000 cm^-1, T = 1500 K: h c nu/kT = 0.95918, nbar = 0.62128
ladder sum net = 1.0000000, upward only = 1.62128, p0-p1 = 0.38044
pulse: E0 = 1.0e+09 V/m, width 3.0/w0, carrier 1.1 w0, basis 40
spectral fluence at w0 = 3.07676e-13 J s m^-2
propagation 0 K: quanta gained 2.047181e-03, A = 42.2561 km/mol
propagation 1500 K: quanta gained 2.047181e-03, A = 42.2561 km/mol
Lorentz, gamma/w0 = 0.01: integral = 1.5707963, A = 42.2561 km/mol
Lorentz, gamma/w0 = 0.3: integral = 1.5707963, A = 42.2561 km/mol
diatomic model: m = 1.0 amu, r = 1.0 A, nu = 4000 cm^-1
  mu0 = 1.5 D, dmu/dr = 1.0 D/A, A = 42.256 km/mol
  B = 16.8576 cm^-1, g = 0.004214, theta = 1.50
  band ratio J=0: exact 0.95711, first order 0.95786
H2O RHF/cc-pVDZ, masses O 15.994915, H 1.007825 amu
r(OH) = 0.9463 A, angle = 104.61 deg, E = -76.027054 Eh
mu0 = 0.8043 e bohr = 2.0442 D
axes: z = C2, xz = plane, H1 at +x; polar tensors in e
P(O): xx -0.5243 yy -0.7356 zz -0.4271
P(H1): xx 0.2621 yy 0.3678 zz 0.2136
P(H1): dmu_x/dz -0.0816 dmu_z/dx -0.0362
bend: nu = 1775.8 cm^-1, A = 80.70 km/mol, <1|mu|0> = 0.1346 D
  L/sqrt(m): O x 0.0000 z -0.0675; H1 x -0.4159 z 0.5357; H2 x 0.4159 z 0.5357 amu^-1/2
  dmu/dQ: x -0.0000 z 0.2877 e amu^-1/2; norm 1.3819 D/(A amu^1/2)
  squared: 0.08278 e^2/amu = 1.9098 D^2/(A^2 amu)
sym stretch: nu = 4113.8 cm^-1, A = 21.18 km/mol, <1|mu|0> = 0.0453 D
  L/sqrt(m): O x -0.0000 z -0.0494; H1 x 0.5685 z 0.3919; H2 x -0.5685 z 0.3919 amu^-1/2
  dmu/dQ: x 0.0000 z 0.1474 e amu^-1/2; norm 0.7079 D/(A amu^1/2)
  squared: 0.02172 e^2/amu = 0.5012 D^2/(A^2 amu)
asym stretch: nu = 4212.1 cm^-1, A = 60.48 km/mol, <1|mu|0> = 0.0757 D
  L/sqrt(m): O x -0.0676 z 0.0000; H1 x 0.5366 z 0.4146; H2 x 0.5366 z -0.4146 amu^-1/2
  dmu/dQ: x 0.2491 z 0.0000 e amu^-1/2; norm 1.1964 D/(A amu^1/2)
  squared: 0.06204 e^2/amu = 1.4313 D^2/(A^2 amu)
I_x, I_y, I_z = 2.1400, 6.1758, 4.0358 amu bohr^2
sum rule: vib 0.16654 + rot 0.40699 = 0.57353 e^2/amu
sum_A |P_A|^2/m_A = 0.57353 e^2/amu
cell: 1 kPa, 300 K, 10 cm; C = 0.40091 mol/m^3
bend: int ln(I0/I) dnu = 32.35 cm^-1
bend: 1.3400e-17 cm/molecule
```
